# One imaginary frequency does not identify the hop

## What symmetry fixes, and what it leaves open

Consider an atom that is meant to hop from a site A to its mirror image B. Let its potential energy $V(x,y)$ be unchanged under $x\to-x$, with A at negative $x$ and B at positive $x$. Suppose that a saddle M lies on the mirror line $x=0$ and that its one unstable direction is along $x$.

Steepest descent is the motion

$$\frac{d\mathbf r}{d\tau}=-\nabla V,\qquad \frac{dV}{d\tau}=-|\nabla V|^2\le 0,$$

where $\tau$ is a path parameter, not physical time. Since $V$ is even in $x$, $\partial V/\partial x$ is odd and vanishes at $x=0$. A descent path that starts on the mirror line therefore stays on it. Two different descent paths cannot meet at a point that is not stationary, so a path that starts off the line never crosses it.

The two descents from M are thus mirror images, one on each side, and their ends either form a mirror pair or coincide at a point on the mirror line. Symmetry fixes this form of the answer. It does not say where the ends lie: if the surface has a second pair of minima, C and D, the ends may be C and D instead of A and B. The surface below realizes this case, although M has one imaginary frequency and its unstable mode points along the line from A to B.

## Two surfaces with the same saddle

Take a curved valley,

$$V(x,y)=U(x)+\tfrac{k}{2}\,[y-g(x)]^2,\qquad g=b(1-w),\qquad w=\frac{x^2}{a^2},$$

with $a=0.40$ nm, $b=0.10$ nm and $k=400$ eV/nm². The first derivatives are

$$V_x=U'-k(y-g)g',\qquad V_y=k(y-g).$$

Setting $V_y=0$ gives $y=g$, and then $V_x=0$ gives $U'=0$. The second derivatives are

$$V_{xx}=U''+kg'^2-k(y-g)g'',\qquad V_{xy}=-kg',\qquad V_{yy}=k.$$

At a stationary point the term with $y-g$ drops out, so

$$\det H=(U''+kg'^2)k-k^2g'^2=kU''.$$

If $U''<0$, the two eigenvalues of the Hessian $H$ have opposite signs and the point is a first-order saddle. If $U''>0$, they have the same sign, which is positive because $V_{yy}>0$, and the point is a minimum.

**Four-well surface.** Let, in eV,

$$U=0.48-2.88w+16.32w^2-25.92w^3+12w^4 .$$

Differentiation and factoring give

$$\frac{dU}{dw}=48\,(w-0.12)(w-0.5)(w-1).$$

Because $U'=(2x/a^2)\,dU/dw$, the stationary points are at $x=0$ and at $w=0.12$, $0.5$ and $1$. A second differentiation gives

$$U''=\frac{2}{a^2}\frac{dU}{dw}+\frac{4w}{a^2}\frac{d^2U}{dw^2}.$$

At $x=0$ only the first term survives, and $U''=2(-2.88)/0.16=-36$ eV/nm². At the other points only the second survives. There $d^2U/dw^2$ is 48 eV times the product of the two remaining factors, which is positive at $w=0.12$, negative at $0.5$ and positive at $1$. The points on the left and on the mirror line are:

| Point | $x$ (nm) | $y$ (nm) | $V$ (eV) | Type |
|---|---|---|---|---|
| A | −0.400 | 0 | 0 | minimum |
| P | −0.283 | 0.050 | 0.630 | saddle |
| C | −0.139 | 0.088 | 0.327 | minimum |
| M | 0 | 0.100 | 0.480 | saddle |

The mirror images of C, P and A are D, R and B.

**Two-well surface.** Keep the same valley, but let, in eV,

$$U=0.48\,(1-w)^2\left[(1-w)^4+4w^2\right].$$

Its derivative is

$$\frac{dU}{dw}=-0.48\,(1-w)\left[6(1-w)^4-8w(1-2w)\right].$$

The bracket is positive for every $w\ge0$:

- At $w=0$ it equals 6. For $w\ge\tfrac12$ neither term is negative and they do not vanish together.
- For $0<w\le\tfrac13$, use $(1-w)^2>1-2w$. Then $6(1-w)^4>6(1-w)^2(1-2w)\ge8w(1-2w)$, since $3(1-w)^2-4w=(3-w)(1-3w)\ge0$.
- For $\tfrac13<w<\tfrac12$, the inequality between arithmetic and geometric means gives $(1-w)^2=(1-2w)+w^2\ge2w\sqrt{1-2w}$. Hence $6(1-w)^4\ge24w^2(1-2w)>8w(1-2w)$.

So $U$ falls from $w=0$ to $w=1$ and rises beyond. The stationary points are A, M and B alone.

**What the surfaces share.** A and B have the same positions and energies on both. At M both have $U=0.48$ eV and $dU/dw=-2.88$ eV, and $g'=0$, so both Hessians are

$$H_M=\begin{pmatrix}-36&0\\0&400\end{pmatrix}\ \text{eV/nm}^2 .$$

The curvatures at A and B do differ, but they are not properties of the saddle.

For a mass of 28 u, the unstable frequency at M has magnitude

$$\frac{1}{2\pi}\sqrt{\frac{36\ \text{eV/nm}^2}{28\ \text{u}}}=1.77\ \text{THz},$$

and the real one is 5.91 THz. The unstable eigenvector is the $x$ direction, which is the direction from A to B. A saddle search started near the midpoint of A and B, at $(0.02,0)$ nm, climbing along the lowest mode and descending along the other, finds M on both surfaces. The energy of M, its frequencies, its mode and its position between A and B therefore cannot tell the surfaces apart.

## Descent tells them apart

The squared term in $V$ is never negative, so $V(x,y)\ge U(x)$. Along a descent from M, $V$ stays below 0.48 eV.

On the four-well surface, write $s=a/\sqrt2=0.283$ nm for the distance of P and R from the mirror line. There $U(\pm s)=0.63$ eV, so the path cannot reach $x=\pm s$. It is confined to $|x|<s$, where the stationary points are C, M and D. It cannot return to M, because its energy has fallen below that of M. A bounded descent path ends at a stationary point, as proved below. The right-hand path cannot cross the mirror line and ends at D; the left-hand path ends at C.

On the two-well surface the only stationary points below M are A and B. The left-hand path ends at A and the right-hand path at B. Numerical integration of the descent gives the same ends: C and D on the first surface, A and B on the second.

**One side is not enough.** Consider the saddle P. Its unstable direction must have an $x$ component, because the curvature along pure $y$ is $k>0$. Its two descents therefore leave towards $x<-s$ and $x>-s$. Neither can return to $x=-s$, where $V\ge0.63$ eV.

To the left, the only stationary point is A, so that path ends there. The right-hand path is confined to $-s<x<0$. It could end at C or approach M on the boundary. To exclude M, write $V_x=x\,h(x,y)$, which is possible because $V_x$ is odd in $x$. At M, $h=-36$ eV/nm², so near M

$$\frac{d|x|}{d\tau}=-h\,|x|>0 .$$

A path with $x\ne0$ is pushed away from the mirror line and cannot converge to M. It ends at C.

Someone who followed only the left side of P would find A, as hoped, and might accept P as the saddle of a direct hop to B. The right side shows that P joins A to C.

**The barrier changes too.** Every continuous path from A to B crosses $x=-s$, where $V\ge0.63$ eV. The valley through P, C, M, D and R attains this value as its highest energy. The lowest pass from A to B is therefore 0.63 eV, not the 0.48 eV of M. On the two-well surface it is 0.48 eV. Raising an energy threshold on a grid until A and B become connected gives 0.630 and 0.480 eV.

## The consequence for the rate

In classical harmonic transition-state theory, the rate from a minimum $i$ over a saddle $j$ is

$$k_{i\to j}=\frac{\nu_1^{(i)}\nu_2^{(i)}}{\nu_+^{(j)}}\,e^{-(E_j-E_i)/k_BT},$$

where $\nu_+$ is the real frequency at the saddle. At 600 K, $k_BT=0.0517$ eV. The frequencies at A are 4.977 and 8.060 THz, and $\nu_+$ is 6.195 THz at P. The rate from A to C is

$$k_1=\frac{4.977\times8.060}{6.195}\times10^{12}\,e^{-0.63/0.0517}\ \text{s}^{-1}=3.3\times10^7\ \text{s}^{-1}.$$

The same formula gives $k_{-1}=5.6\times10^9$ s⁻¹ from C back to A, and $k_2=1.07\times10^{11}$ s⁻¹ between C and D in either direction.

Not every atom that reaches C goes on to B. Assume that the atom forgets its history in each well. From C it moves to D with probability $r=k_2/(k_2+k_{-1})$ and returns to A otherwise. By symmetry, from D it moves to C with probability $r$ and reaches B otherwise. The probabilities of reaching B before A obey

$$p_C=r\,p_D,\qquad p_D=r\,p_C+(1-r).$$

Substituting the second into the first gives $p_C(1-r^2)=r(1-r)$, hence

$$p_C=\frac{r}{1+r}=\frac{k_2}{2k_2+k_{-1}}=0.487,\qquad k_{AB}=k_1p_C=1.6\times10^7\ \text{s}^{-1}.$$

If M is taken for the saddle of a direct hop from A, the formula gives instead

$$k_{\rm wrong}=\frac{4.977\times8.060}{5.909}\times10^{12}\,e^{-0.48/0.0517}\ \text{s}^{-1}=6.3\times10^8\ \text{s}^{-1},$$

which is 39 times the chain rate.

**Two limits.** The frequencies and energy of C cancel in the combination $k_1k_2/k_{-1}$, which leaves the frequencies of A, the real frequency of M and the barrier $E_M-E_A$. Hence $k_1k_2/k_{-1}=k_{\rm wrong}$, and

$$\frac{k_{\rm wrong}}{k_{AB}}=\frac{2k_2+k_{-1}}{k_{-1}}=1+2\,\frac{\nu_+^{(P)}}{\nu_+^{(M)}}\,e^{(E_P-E_M)/k_BT}.$$

If P lies well above M, so that $k_2\gg k_{-1}$, the atom is equally likely to leave the pair C, D on either side. Then $k_{AB}\to k_1/2$, and the error grows exponentially with $(E_P-E_M)/k_BT$. This is the regime of the example: with the surface held fixed, the ratio is 69 at 500 K, 39 at 600 K and 16 at 900 K.

If M lies well above P, so that $k_2\ll k_{-1}$, the ratio tends to 1. M is then the bottleneck, and the rate computed from it is right even though M joins C to D. A correct rate therefore does not prove a direct connection either.

**A bound without the chain assumption.** C lies only 0.153 eV, or 3.0 $k_BT$, below M. An atom may fly through C and D without settling, so the chain rate is approximate. A ceiling does not need that assumption. Each passage from A to B must cross $x=-s$ to the right at least once. The classical equilibrium flux through this line, per atom at $x<-s$, is therefore an upper bound. The mean of the positive part of $v_x$ is $\sqrt{k_BT/2\pi m}$. At each $x$ the integral over $y$ gives the same factor $\sqrt{2\pi k_BT/k}$, which cancels, and

$$k_{\max}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-U(s)/k_BT}}{\int_{-\infty}^{-s}e^{-U(x)/k_BT}\,dx}=3.4\times10^7\ \text{s}^{-1}.$$

Correlated flights could thus raise the chain rate by a factor of at most 2.1 within the classical model. The mistaken rate exceeds the ceiling by a factor of 19.

The size of the friction from a moving substrate does not enter these rates. Some friction is needed, because an atom settles in a well only by losing energy. Very weak friction makes this exchange of energy slow, and strong friction makes atoms recross the barrier. Either can lower the true rate, but the classical ceiling still holds. Two other corrections are small here. Anharmonicity changes the flux through $x=-s$ by about 2%. Quantized vibrations and a parabolic-barrier estimate of tunnelling together raise $k_1$ by 1.6%.

## The general statement and its proof

Let $V$ be a smooth potential in any number of coordinates. Assume that the region below each energy is bounded and that every stationary point has a Hessian without zero eigenvalues. Let S be a stationary point with one negative eigenvalue. Then:

1. Exactly two steepest-descent paths leave S, one on each side along the unstable mode.
2. Each ends at a stationary point of lower energy. If both ends are minima, these are the minima that S connects.
3. The energy, gradient and Hessian at S do not determine these minima, even when A and B and their energies are also given.

**Two paths.** Let $q_0$ be the displacement from S along the unstable mode, with eigenvalue $-|\lambda_0|$, and $q_i$ the displacements along the other modes, with $\lambda_i>0$. Close to S,

$$q_0=c_0e^{|\lambda_0|\tau},\qquad q_i=c_ie^{-\lambda_i\tau}.$$

A path that leaves S must approach S as $\tau\to-\infty$. This requires $c_i=0$, since $q_i$ would otherwise grow backwards. What remains is $c_0>0$ or $c_0<0$, and the size of $c_0$ merely shifts $\tau$. The unstable-manifold theorem carries this result over from the linearized to the full equation.

**Their ends.** Along a descent $V$ decreases, so the path stays in a bounded region and $V$ has a lower limit $V_\infty$. Integrating $dV/d\tau$ gives

$$\int|\nabla V|^2\,d\tau=V(S)-V_\infty<\infty .$$

In the bounded region, the derivative $d|\nabla V|^2/d\tau=-2\,\nabla V\cdot H\,\nabla V$ is bounded too. A non-negative function with a finite integral and a bounded derivative tends to zero, so $\nabla V\to0$. Nonzero Hessian eigenvalues make the stationary points isolated. To wander between two of them for ever, the path would have to keep crossing a shell around one of them on which $|\nabla V|$ has a positive minimum. This contradicts $\nabla V\to0$, so the path converges to one stationary point. Its energy is below that of S because $V$ has fallen.

**No local criterion.** The two surfaces above agree in all the data named in item 3, yet M connects C to D on one and A to B on the other. A rule that used these data alone would have to give the same answer for both, and would be wrong for one. Adding the same harmonic terms in further coordinates to both surfaces carries the example to higher dimensions, and the two profiles $U(x)$ alone give it in one dimension. This completes the proof.

**Conditions.** The end of a descent can be another saddle. On the surfaces here, a path that starts on the line $x=0$ with $y\ne b$ stays on that line and ends at M. If this happens to a descent from a saddle, the path has no unique minimum as its end, and the branches below the second saddle must be examined. The two ends may also be one and the same minimum; nothing in the proof excludes this. In a periodic crystal the region below a given energy can be unbounded. The proof then applies to positions taken modulo the lattice vectors, which form a bounded set, and the two ends may be equivalent sites. If all atoms can move, a uniform shift of them leaves the energy unchanged and gives zero Hessian eigenvalues, which the proof excludes. Such shifts must first be removed, for example by keeping the mean position of the atoms fixed. This leaves the Cartesian descent unchanged, because the forces on the atoms add up to zero. Holding one atom fixed also removes the shifts, but it changes the descent curve and, where a valley forks, can change the minimum reached. For a free molecule or cluster, rigid rotations give further zero eigenvalues that fixing the mean position does not remove; structures must then be compared modulo rotations as well. Such a system can also dissociate, so that the region below the energy of the saddle need not be bounded and a descent may lead to separated fragments instead of a stationary point.

With several atoms of different masses, descent in mass-weighted coordinates generally follows a different curve from descent in Cartesian coordinates. The proof holds for either choice, but if the valley below the saddle forks, the two curves can end in different minima. The choice must therefore be stated. For the single atom here, the two curves coincide.

## Use in a calculation

Once a saddle has been found, displace the structure slightly along the unstable mode in both directions, follow the descent each time, and compare both final structures with the intended sites. On the four-well surface, displacements of 0.001 and 0.005 nm give the same ends for all three saddles. The confinement argument relies on a continuous path with falling energy. It does not cover an optimizer whose step is long enough to jump across a ridge. If an end is not the intended site, the remaining saddles must be found and the rate computed for the whole chain.

The parameters lie in the rough regime of a silicon adatom on a silicon surface during low-temperature epitaxy: barriers of several tenths of an eV, site distances of some tenths of a nm, and a temperature near 600 K. The profile and its shallow intermediate wells were chosen for the argument and are not a computed silicon surface. The model also assumes a rigid substrate, which a real surface is not, since neighbouring atoms relax as the adatom moves. The model cannot predict the resulting barrier change, but its effect can be scaled: at 600 K, a shift of 0.05 eV in the barrier of a single step changes the rate of that step by a factor of $e^{0.05/0.0517}\approx2.6$. The chain rate responds differently to the two kinds of saddle: raising P and R by 0.05 eV lowers it by a factor of 2.6, but raising M by the same amount lowers it by only 4%. Motion normal to the surface, also left out, can change both barriers and prefactors. Such changes affect the size of the error found here, but not the need to follow both descents. The numerical output lists the stationary points, path ends and rates.

## Numbers as computed

```
a = 0.40 nm, b = 0.10 nm, k = 400 eV/nm^2
mass = 28 u, T = 600 K, kT = 0.0517 eV
Four-well surface: x (nm), y (nm), energy (eV), negative eigenvalues
  A:  -0.4000  -0.0000  -0.0000   0
  P:  -0.2828   0.0500   0.6300   1
  C:  -0.1386   0.0880   0.3271   0
  M:  -0.0000   0.1000   0.4800   1
  D:   0.1386   0.0880   0.3271   0
  R:   0.2828   0.0500   0.6300   1
  B:   0.4000  -0.0000  -0.0000   0
Two-well surface: x (nm), y (nm), energy (eV), negative eigenvalues
  A:  -0.4000   0.0000   0.0000   0
  M:  -0.0000   0.1000   0.4800   1
  B:   0.4000   0.0000   0.0000   0
saddle search start: x = 0.02, y = 0.00 nm; it finds M
Hessian at M, four-well: xx -36.00, yy 400.00 eV/nm^2
Hessian at M, two-well:  xx -36.00, yy 400.00 eV/nm^2
overlap of unstable mode at M with direction A-B = 1.000000
frequencies at P: 3.009 (imaginary), 6.195 THz
frequencies at M: 1.773 (imaginary), 5.909 THz
frequencies at A: 4.977, 8.060 THz
four-well descent from P: ends at A and C
four-well descent from M: ends at C and D
four-well descent from R: ends at D and B
two-well descent from M: ends at A and B
largest |x| on four-well descent from M = 0.1386 nm
lowest pass A to B by flood fill, four-well = 0.630 eV
lowest pass A to B by flood fill, two-well = 0.480 eV
k1 (A to C) = 3.307e+07 1/s
km (C to A) = 5.585e+09 1/s
k2 (C to D) = 1.065e+11 1/s
probability from C to reach B before A = 0.4872
chain rate A to B = 1.611e+07 1/s
classical flux ceiling = 3.389e+07 1/s
mistaken rate using M = 6.309e+08 1/s
mistaken rate / ceiling = 18.61
mistaken rate / chain rate at 500 K = 69.2
mistaken rate / chain rate at 600 K = 39.2
mistaken rate / chain rate at 900 K = 15.5
anharmonic factor in flux through x=-s = 0.9775
tunnelling factor at P = 1.0024
total quantum factor for k1 = 1.0162
depth of C below M = 0.1529 eV = 2.96 kT
```
